# Bath orbitals of a Slater determinant from the off-diagonal density matrix

## 1. What symmetry fixes

A Slater determinant changes only by a phase when its occupied orbitals are rotated among themselves. The entanglement between two groups of orbitals does not change when orbitals are rotated within either group. These two invariances restrict the form of any bath construction.

Take $N$ electrons in $L$ orthonormal spin orbitals with annihilation operators $a_i$. Divide the orbitals into a fragment $F$ with $n_F$ members and an environment $E$ with $n_E=L-n_F$ members. The occupied orbitals are

$$\phi_p^\dagger=\sum_i C_{ip}\,a_i^\dagger,\qquad C=\begin{pmatrix}C_F\\ C_E\end{pmatrix},\qquad C^\dagger C=1,$$

and $|\Phi\rangle=\phi_1^\dagger\cdots\phi_N^\dagger|0\rangle$. With unitary $W$, $U_F$ and $U_E$, the allowed rotations act as

$$C_F\to U_FC_FW,\qquad C_E\to U_EC_EW .$$

The Schmidt coefficients must be unchanged by all three. The eigenvalues $n_p$ of $C_F^\dagger C_F$ have this property. The bath, a subspace of $E$, must ignore $W$ and $U_F$ and turn with $U_E$. The matrix $D_{EF}=C_EC_F^\dagger$ becomes $U_ED_{EF}U_F^\dagger$, so its range behaves in this way. Symmetry makes this range a candidate; it does not yet prove that it is the bath.

**Statement.** Let $r=\operatorname{rank}D_{EF}$. Then $|\Phi\rangle$ is a state of $F$ and $r$ bath orbitals, multiplied by one fixed core determinant, whose orbitals lie in $E$ and are orthogonal to the bath. The bath is spanned by the left singular vectors of $D_{EF}$ with nonzero singular value, no smaller bath suffices, and

$$r\le\min(n_F,\,n_E,\,N,\,L-N).$$

## 2. Occupied orbitals adapted to the partition

Set $\phi_q'^\dagger=\sum_p\phi_p^\dagger W_{pq}$ and expand $\phi_1'^\dagger\cdots\phi_N'^\dagger|0\rangle$. Terms with a repeated operator vanish because $(\phi_p^\dagger)^2=0$. The remaining terms are permutations of $\phi_1^\dagger\cdots\phi_N^\dagger$, each with its sign. Their coefficients add up to $\det W$, which has modulus one. We may therefore choose $W$ freely.

Choose it to diagonalize the fragment overlap:

$$W^\dagger C_F^\dagger C_FW=\operatorname{diag}(n_p).$$

Orthonormality reads $C_F^\dagger C_F+C_E^\dagger C_E=1$, so the same $W$ gives

$$W^\dagger C_E^\dagger C_EW=\operatorname{diag}(1-n_p).$$

Both matrices are positive semidefinite, hence $0\le n_p\le1$. The columns of $C_FW$ are thus mutually orthogonal with squared norms $n_p$, and those of $C_EW$ are mutually orthogonal with squared norms $1-n_p$. Normalizing the nonzero columns gives orthonormal vectors $\alpha_p$ in $F$ and $\beta_p$ in $E$. Using the same letters for their creation operators,

$$\phi_p'^\dagger=\sqrt{n_p}\,\alpha_p^\dagger+\sqrt{1-n_p}\,\beta_p^\dagger. \tag{1}$$

The number $n_p$ is the probability of finding an electron of orbital $\phi_p'$ in the fragment. There are three classes:

- $K$, with $n_p=0$: the orbital lies in $E$ and belongs to the core.
- $J$, with $n_p=1$: the orbital lies in $F$.
- $T$, with $0<n_p<1$: the orbital is shared. Let $r$ be the number of these; Section 4 shows that it equals the rank of $D_{EF}$.

The $\alpha_p$ with $n_p>0$ are orthonormal in a space of dimension $n_F$, so at most $n_F$ of the $n_p$ are nonzero. This already gives $r\le n_F$.

## 3. Schmidt decomposition

Order the factors with $J$ first, then $T$, then $K$. Up to a phase,

$$|\Phi\rangle=\prod_{p\in J}\alpha_p^\dagger\prod_{p\in T}\left(\sqrt{n_p}\,\alpha_p^\dagger+\sqrt{1-n_p}\,\beta_p^\dagger\right)\prod_{p\in K}\beta_p^\dagger\,|0\rangle .$$

Expanding the middle product means choosing the subset $S\subseteq T$ of orbitals that contribute $\alpha_p^\dagger$. Fermionic product states need an ordering convention; here fragment operators stand to the left of environment operators. Moving an $\alpha^\dagger$ left past a $\beta^\dagger$ costs a factor $-1$. For $r=2$, with $m_p=1-n_p$, the middle product is

$$\sqrt{n_1n_2}\,\alpha_1^\dagger\alpha_2^\dagger+\sqrt{n_1m_2}\,\alpha_1^\dagger\beta_2^\dagger-\sqrt{m_1n_2}\,\alpha_2^\dagger\beta_1^\dagger+\sqrt{m_1m_2}\,\beta_1^\dagger\beta_2^\dagger .$$

In general each subset acquires a sign $\eta_S=\pm1$, and

$$|\Phi\rangle=\sum_{S\subseteq T}\eta_S\lambda_S\,|F_S\rangle|E_S\rangle,\qquad \lambda_S^2=\prod_{p\in S}n_p\prod_{p\in T\setminus S}(1-n_p), \tag{2}$$

$$|F_S\rangle=\prod_{p\in J}\alpha_p^\dagger\prod_{p\in S}\alpha_p^\dagger|0\rangle_F,\qquad |E_S\rangle=\prod_{p\in T\setminus S}\beta_p^\dagger\prod_{p\in K}\beta_p^\dagger|0\rangle_E .$$

Different subsets give different occupation patterns of orthonormal orbitals, so the $|F_S\rangle$ are orthonormal, and so are the $|E_S\rangle$. With $\eta_S$ absorbed into $|F_S\rangle$, equation (2) is a Schmidt decomposition. Every $\lambda_S$ is positive, so there are $2^r$ terms. The weights sum to $\prod_{p\in T}(n_p+1-n_p)=1$.

Every environment state in (2) contains the same filled core $K$. The states differ only in how they fill the $r$ orbitals $\beta_p$ with $p\in T$, and all other environment orbitals are empty. These $r$ orbitals are therefore a sufficient bath.

A bound on the number of Schmidt terms would not have been enough. Any state, correlated or not, has at most $2^{n_F}$ terms, because that is the dimension of the fragment's Fock space. A determinant offers more: its environment states are built from at most $n_F$ common orbitals and one common core. A general state need not have this property.

## 4. The bath from the density matrix

Define $D_{ij}=\langle\Phi|a_j^\dagger a_i|\Phi\rangle$. Complete $C$ by virtual orbitals to a unitary matrix $U$. Inverting $\phi_p^\dagger=\sum_iU_{ip}a_i^\dagger$ gives $a_i=\sum_pU_{ip}\phi_p$. In the determinant, $\langle\phi_q^\dagger\phi_p\rangle$ equals $\delta_{pq}$ for occupied orbitals and zero otherwise, so

$$D=CC^\dagger,\qquad D^2=C(C^\dagger C)C^\dagger=D .$$

Insert $WW^\dagger=1$ in the off-diagonal block and use (1):

$$D_{EF}=C_EC_F^\dagger=(C_EW)(C_FW)^\dagger=\sum_{p\in T}\sqrt{n_p(1-n_p)}\;\beta_p\alpha_p^\dagger . \tag{3}$$

In (3) $\alpha_p$ and $\beta_p$ are column vectors. Terms from $J$ and $K$ have zero coefficient. Since both sets of vectors are orthonormal, (3) is a singular value decomposition with

$$\sigma_p=\sqrt{n_p(1-n_p)}\le\tfrac12 .$$

Its rank is $r$ and its range is the span of the $\beta_p$ with $p\in T$. Any other singular value decomposition of the same matrix has the same range, so a library routine returns the same bath space.

The diagonal blocks follow in the same way:

$$D_{FF}=\sum_pn_p\,\alpha_p\alpha_p^\dagger,\qquad D_{EE}=\sum_p(1-n_p)\,\beta_p\beta_p^\dagger. \tag{4}$$

A bath orbital $\beta_p$ thus has occupation $1-n_p$, complementary to its fragment partner. The fragment block of $D^2=D$ is $D_{FF}^2+D_{FE}D_{EF}=D_{FF}$. With $D_{FE}=D_{EF}^\dagger$ this gives a useful check on an implementation:

$$D_{EF}^\dagger D_{EF}=D_{FF}-D_{FF}^2 .$$

**Bounds.** The shape of $D_{EF}$ gives $r\le n_F$ and $r\le n_E$. The product $C_EC_F^\dagger$ passes through an $N$-dimensional space, so $r\le N$. Let $C_v$ hold the virtual orbitals. Then $1-D=C_vC_v^\dagger$ has rank $L-N$, and its off-diagonal block is $-D_{EF}$ because the identity has none. Hence $r\le L-N$.

**Minimality.** Suppose a subspace $B$ of $E$ is a valid bath. The environment orbitals orthogonal to $B$ can then be chosen so that each is filled or empty. Let $c_u^\dagger=\sum_{j\in E}u_ja_j^\dagger$ create one of them. For $i\in F$,

$$(D_{FE}u)_i=\sum_{j\in E}D_{ij}u_j=\langle c_u^\dagger a_i\rangle .$$

If $u$ is empty, $c_u|\Phi\rangle=0$, and the expectation value vanishes because $\langle\Phi|c_u^\dagger=0$. If $u$ is filled, $c_u^\dagger|\Phi\rangle=0$, and it vanishes because $c_u^\dagger a_i=-a_ic_u^\dagger$. In both cases $D_{EF}^\dagger u=0$, so $u$ is orthogonal to the range of $D_{EF}$. Everything outside $B$ is orthogonal to that range, and therefore $B$ contains it. This argument did not use the determinant form of the state, a fact needed in Section 8.

## 5. Implementation

1. **Orthonormalize the basis.** For atomic orbitals with overlap matrix $S_{\rm AO}$ and coefficients obeying $C_{\rm AO}^\dagger S_{\rm AO}C_{\rm AO}=1$, use $C=S_{\rm AO}^{1/2}C_{\rm AO}$. Then $C^\dagger C=1$. The fragment is defined by the orthogonalized orbitals.
2. **Form $D=CC^\dagger$ for one spin.** A closed-shell determinant has one factor for each spin, with the same spatial bath for both. The spin-summed matrix is $2D$: its singular vectors are the same, but its singular values are doubled.
3. **Decompose $D_{EF}$** and keep the left singular vectors with $\sigma>0$ within rounding. Working from $D_{FF}$ instead is less sharp near zero: an error $\epsilon$ in an eigenvalue that should be 0 or 1, such as rounding, becomes about $\sqrt\epsilon$ in $\sigma$. An error in the orbitals themselves keeps $D^2=D$ and affects both routes alike.
4. **Diagonalize $D_{EE}$ in the complement of the bath.** By (4) the eigenvalues are 1 for core orbitals and 0 for empty ones.
5. **Count electrons.** Each shared orbital places one electron in the fragment and bath together, and so does each orbital of $J$. The embedded problem has $r+|J|$ electrons per spin in $n_F+r$ orbitals. If $r=n_F$, all fragment eigenvalues are fractional, $J$ is empty, and the embedded problem is half filled.

A bath orbital $\beta_p$ of (1) with small $\sigma_p$ can be frozen at its nearer occupation. For this purpose compute it as $D_{EF}\alpha_p/\sigma_p$ from an eigenvector $\alpha_p$ of $D_{FF}$. The singular vectors of step 3 may mix orbitals with occupations $n$ and $1-n$, which share one $\sigma$, and such a mixture can be half filled however small $\sigma$ is. By (2), summing over all other orbitals gives a factor one, so the discarded weight of $|\Phi\rangle$ is

$$\min(n_p,1-n_p)=\tfrac12\left(1-\sqrt{1-4\sigma_p^2}\right)=\sigma_p^2+O(\sigma_p^4).$$

This follows from solving $n_p(1-n_p)=\sigma_p^2$. It holds for one spin orbital. Freezing a spatial bath orbital for both spins of a closed shell discards $1-(1-w)^2\approx2\sigma_p^2$, with $w=\min(n_p,1-n_p)$. It concerns the weight of the determinant, not the error of a later correlated calculation.

## 6. A ring that exposes a degeneracy

Consider six sites in a ring with nearest-neighbour hopping $-1$ and three electrons of one spin. The filled momenta are $0$ and $\pm\pi/3$, so sites at distance $d$ have

$$D(d)=\tfrac16\left[1+2\cos(\pi d/3)\right]=\tfrac12,\ \tfrac13,\ 0,\ -\tfrac16\qquad(d=0,1,2,3).$$

Let sites 1 and 2 be the fragment. Then

$$D_{FF}=\begin{pmatrix}1/2&1/3\\1/3&1/2\end{pmatrix},\qquad D_{EF}=\begin{pmatrix}0&1/3\\-1/6&0\\0&-1/6\\1/3&0\end{pmatrix},$$

with the rows of $D_{EF}$ referring to sites 3 to 6. The eigenvectors of $D_{FF}$ are $(1,\pm1)/\sqrt2$, with $n=\tfrac12\pm\tfrac13=\tfrac56,\tfrac16$. Both give $\sigma=\sqrt{5/36}=0.3727$.

The columns of $D_{EF}$ are orthogonal and both have this norm. The single sites are therefore valid right singular vectors, although they do not diagonalize $D_{FF}$. Their bath partners are

$$(0,-1,0,2)/\sqrt5\quad\text{and}\quad(2,0,-1,0)/\sqrt5 .$$

They span the same space as the $\beta_p$ of (1). The cause is general: $n$ and $1-n$ share one singular value, and vectors with equal singular values may mix. Code that needs the individual $n_p$ should diagonalize $D_{FF}$; code that needs only the bath space is unaffected.

The Schmidt weights from (2) are $\tfrac{25}{36},\tfrac5{36},\tfrac5{36},\tfrac1{36}$, or 0.6944, 0.1389, 0.1389 and 0.0278. Direct decomposition of the many-electron vector gives the same numbers.

## 7. BeH₂ with the hydrogens as fragment

Take linear BeH₂ with a chosen Be–H distance of 1.3 Å, treated by restricted Hartree–Fock in the STO-3G basis with symmetrically orthogonalized orbitals. There are seven spatial orbitals and three electrons per spin. The fragment is the pair of hydrogen orbitals, with

$$D_{FF}=\begin{pmatrix}0.5179&0.0055\\0.0055&0.5179\end{pmatrix}.$$

The nonzero rows of $D_{EF}$ are

- Be 1s: $(-0.0423,\,-0.0423)$
- Be 2s: $(0.3506,\,0.3506)$
- Be 2p$_z$: $(-0.3534,\,0.3534)$

The rows of 2p$_x$ and 2p$_y$ vanish: a half turn about the molecular axis reverses these orbitals but leaves the hydrogen orbitals and the density matrix unchanged.

Apply $D_{EF}$ to the even combination $(1,1)/\sqrt2$. The result has components $\sqrt2\,(-0.0423,\,0.3506)$ on 1s and 2s, with norm

$$\sigma_g=\sqrt2\,\sqrt{0.0423^2+0.3506^2}=0.499 .$$

Dividing by the norm gives the even bath orbital, $-0.120$ on 1s and $0.993$ on 2s. The odd combination $(-1,1)/\sqrt2$ gives $\sigma_u=\sqrt2\times0.3534=0.500$, and its bath orbital is 2p$_z$. The fragment occupations are $n_g=0.5179+0.0055\approx0.523$ and $n_u=0.5179-0.0055=0.512$. Both are close to one half, where $\sigma$ has its maximum, so in this partition both hydrogen combinations are strongly entangled with beryllium. The values belong to the basis and to the orthogonalization, not to the molecule alone. A cc-pVTZ calculation projected on intrinsic atomic orbitals with an STO-3G reference gives 0.542 and 0.517, a shift of up to 0.02. Natural atomic orbitals in STO-3G give 0.898 and 0.527, with singular values 0.302 and 0.499.

The five beryllium orbitals divide into these two bath orbitals, one filled core orbital ($0.993$ on 1s, $0.120$ on 2s) and the two empty orbitals 2p$_x$ and 2p$_y$. For one spin, the Schmidt weights are

- both electrons in the fragment: $n_gn_u=0.268$
- even in the fragment, odd in the bath: $n_g(1-n_u)=0.255$
- odd in the fragment, even in the bath: $(1-n_g)n_u=0.244$
- both in the bath: $(1-n_g)(1-n_u)=0.232$

Removing the 2p$_z$ bath orbital leaves an outside orbital with occupation 0.488; removing the other leaves one with 0.477. Neither can be frozen, as the minimality argument requires.

Including both spins, the embedded problem has four electrons in four spatial orbitals. The number of determinants with equal spin numbers falls from $\binom73^2=1225$ to $\binom42^2=36$. The Hartree–Fock determinant is represented without loss. A correlated calculation in the smaller space is an approximation whose error this theorem does not bound.

With beryllium as the fragment, $n_F=5$ but $n_E=2$, and the bath has two orbitals. The fragment eigenvalues are $0,\,0,\,0.477,\,0.488,\,1$. The fractional ones are $1-n_g$ and $1-n_u$, as (4) predicts when the two parts exchange roles.

## 8. Where the result fails

The proof uses $D^2=D$. A small exact bath can exist without this condition: a correlated state of the fragment and a few environment orbitals, multiplied by a core determinant, has those orbitals as an exact bath by construction. That bath contains the range of $D_{EF}$ but can be larger. For $(f_1^\dagger f_2^\dagger+b_1^\dagger b_2^\dagger)/\sqrt2$ times a core, with $f_1,f_2$ in $F$ and $b_1,b_2$ in $E$, $D_{EF}$ vanishes although both $b_1$ and $b_2$ are needed. In general, however, a correlated state or a thermal mixture has fractional eigenvalues of $D$, and the orbitals outside the range of $D_{EF}$ need not be filled or empty.

The numerical check includes a random three-electron state in seven orbitals that is not a determinant. With a two-orbital fragment, $D_{EF}$ has rank two and the state has four Schmidt terms, the same counts as for a determinant. The three environment orbitals outside the candidate bath, however, have occupations 0.24, 0.46 and 0.61. The probability of finding them in the nearest filled-or-empty pattern is 0.34, whereas it is 1 for a determinant. By the minimality argument every valid bath must contain the range of $D_{EF}$, so no other two-orbital bath can work for this state either.

## Table of computed values

```
Random determinants, L = 7 orbitals: N, n_frag -> bath size, Schmidt terms
  3, 2 -> 2, 4
  4, 3 -> 3, 8
  3, 5 -> 2, 4
  2, 3 -> 2, 4
  6, 3 -> 1, 2
Ring: D between sites at distance 0,1,2,3: 0.5000  0.3333  0.0000  -0.1667
Ring: eigenvalues n of D_FF: 0.1667  0.8333
Ring: singular values of D_EF: 0.3727  0.3727
Ring: bath partner of site 1 on sites 3-6: 0.0000  -0.4472  0.0000  0.8944
Ring: bath partner of site 2 on sites 3-6: 0.8944  0.0000  -0.4472  0.0000
Ring: Schmidt weights, direct: 0.6944  0.1389  0.1389  0.0278
BeH2: Be-H distance 1.3 angstrom, RHF/STO-3G energy -15.561278 hartree
BeH2: spatial orbitals 7, occupied per spin 3, fragment orbitals 2
BeH2: D_FF row 1: 0.5179  0.0055 | row 2: 0.0055  0.5179
BeH2: D_EF row Be 1s: -0.0423  -0.0423
BeH2: D_EF row Be 2s: 0.3506  0.3506
BeH2: D_EF row Be 2px: 0.0000  0.0000
BeH2: D_EF row Be 2py: 0.0000  0.0000
BeH2: D_EF row Be 2pz: -0.3534  0.3534
BeH2: eigenvalues n of D_FF: 0.5124  0.5235
BeH2: singular values of D_EF: 0.4998  0.4994
BeH2: order of Be coefficients below: 1s, 2s, 2px, 2py, 2pz
BeH2: bath 1 on Be: 0.0000  0.0000  0.0000  0.0000  1.0000
BeH2: bath 1 partner on H,H: -0.7071  0.7071 | n = 0.5124, bath occupation = 0.4876
BeH2: bath 2 on Be: -0.1197  0.9928  0.0000  0.0000  0.0000
BeH2: bath 2 partner on H,H: 0.7071  0.7071 | n = 0.5235, bath occupation = 0.4765
BeH2: occupations outside the bath: 0.0000  0.0000  1.0000
BeH2: core orbital on Be: 0.9928  0.1197  0.0000  0.0000  0.0000
BeH2: Schmidt weights, direct: 0.26820  0.25526  0.24416  0.23238
BeH2: Schmidt weights, products of n and 1-n: 0.26820  0.25526  0.24416  0.23238
BeH2: probability of core filled and rest empty: 1.00000000
BeH2: outside occupations without bath 1: 0.0000  0.0000  0.4876  1.0000
BeH2: outside occupations without bath 2: 0.0000  0.0000  0.4765  1.0000
BeH2: embedded orbitals 4, electrons (both spins) 4
BeH2: determinants with equal spin numbers: full 1225, embedded 36
Be as fragment: 5 fragment orbitals, bath size 2, n: 0.0000  0.0000  0.4765  0.4876  1.0000
Random non-determinant: rank of D_EF 2, Schmidt terms 4
Random non-determinant: occupations outside the bath: 0.2424  0.4567  0.6144
Random non-determinant: probability of frozen outside pattern: 0.3362
```
